\section*{The Broido--Sham transformation and hole subband splitting in quantum wells, part 2}

We ask when the two blocks of the hole Hamiltonian of a $[001]$ quantum well have equal levels. Energies are in meV (hole energy positive), lengths in nm, wave vectors in nm$^{-1}$; $c=\hbar^2/2m_0$, $(k_x,k_y)=k(\cos\varphi,\sin\varphi)$, $k_z=-i\partial_z$, $K^2=k^2+k_z^2$, $\{A,B\}=(AB+BA)/2$. Envelopes vanish at infinity or hard walls. With constant $\gamma_3>0$, $\gamma_1>2\gamma_2>0$ and spin-$\tfrac32$ matrices $\mathbf J$,
\begin{align}
H={}&c\Big[\big(\gamma_1+\tfrac52\gamma_2\big)K^2-2\gamma_2\big(k_x^2J_x^2+k_y^2J_y^2+k_z^2J_z^2\big)\nonumber\\
&\quad-4\gamma_3\big(k_xk_y\{J_x,J_y\}+k_yk_z\{J_y,J_z\}+k_zk_x\{J_z,J_x\}\big)\Big]+V(z).
\label{eq:LK}
\end{align}
For $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ (heavy holes HH $\pm\tfrac32$, light holes LH $\pm\tfrac12$),
\begin{equation}
H=\begin{pmatrix}
P+Q&-S&R&0\\
-S^\dagger&P-Q&0&R\\
R^*&0&P-Q&S\\
0&R^*&S^\dagger&P+Q
\end{pmatrix}+V .
\label{eq:H4}
\end{equation}
Here $P=c\gamma_1K^2$, $Q=c\gamma_2(k^2-2k_z^2)$, $R=\sqrt3c[-\gamma_2(k_x^2-k_y^2)+2i\gamma_3k_xk_y]=re^{i\theta_R}$, $r\ge0$, $S=e^{i\theta_S}sk_z$, $s=2\sqrt3\,c\gamma_3k$, $\theta_S=-\varphi$.

Equivalently $H=P+V+Q\Gamma_Q+r\Gamma_R+sk_z\Gamma_S$, with constant matrices $\Gamma$; $M=-\Gamma_Q\Gamma_R\Gamma_S$ commutes with $H$. In the axial approximation $\theta_R=\pi-2\varphi$ and $M=e^{i\pi\mathbf J\cdot\mathbf n}$, $\mathbf n=(-\sin\varphi,\cos\varphi,0)$. A constant unitary $U$, with basis phases $\chi_{1,2}=\tfrac12(\theta_R\pm\theta_S)$, gives $U^\dagger HU=H^U\oplus H^L$. In the order (HH, LH), on which the Pauli matrices $\sigma_{x,z}$ act,
\begin{equation}
H^{U,L}=\begin{pmatrix}
H_h+c(\gamma_1+\gamma_2)k^2& r\mp s\,\partial_z\\
r\pm s\,\partial_z&H_l+c(\gamma_1-\gamma_2)k^2
\end{pmatrix},
\label{eq:blocks}
\end{equation}
where $H_{h,l}=-c(\gamma_1\mp2\gamma_2)\partial_z^2+V$. The upper block $U$ has levels $E^U$, the lower block $L$ has $E^L$; normalized states $(f_h,f_l)$ have densities $\rho^{U,L}=|f_h|^2+|f_l|^2$.

With $\Pi f(z)=f(2z_0-z)$,
\begin{equation}
\Pi\,H^L[V(z)]\,\Pi=H^U[V(2z_0-z)].
\label{eq:mirror}
\end{equation}
So $V$ symmetric about any $z_0$ gives $E^U=E^L$ at every wave vector. The parabola $\tfrac12\kappa z^2$ in a uniform field, $eFz$, stays symmetric and does not split.

\section{How far the converse holds}

The statement that degeneracy occurs only in a symmetric well is not true without qualification. Regard $r$ and $s$ as independent parameters of the upper block, with levels $E(r,s)$, so that $E^L=E(r,-s)$. Conjugation with $\sigma_z$ changes the sign of both off-diagonal elements, so $E(-r,-s)=E(r,s)$. The splitting $\Delta(r,s)=E(r,s)-E(r,-s)$ is odd in $s$ by construction, and
\begin{equation}
\Delta(-r,s)=E(-r,s)-E(-r,-s)=E(r,-s)-E(r,s)=-\Delta(r,s).
\end{equation}
It is odd in $r$ as well, and vanishes for any potential if $rs=0$. This covers $k=0$, where the blocks are identical and the degeneracy is that of Kramers pairs, and the model case $\gamma_3=0$. In the model case $\gamma_2=0$ the splitting vanishes in every direction, even where $rs\neq0$: then $Q=0$, the two diagonal entries of a block are equal, and conjugation with $\sigma_x$ reverses the sign of $s$ alone. With $\gamma_2,\gamma_3>0$ and $k>0$, $r^2=3c^2k^4(\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi)$ and $s$ are both nonzero. A single level can still be degenerate by accident, as Section~\ref{sec:example} shows by construction. What remains true is that asymmetry splits the blocks generically, and two formulas make this precise.

\subsection*{Small wave vector, any well}

Let $h_n,\varepsilon^h_n$ and $l_m,\varepsilon^l_m$ be the real eigenfunctions and eigenvalues of $H_h$ and $H_l$, and assume $\varepsilon^h_n\ne\varepsilon^l_m$. Define $O_{nm}=\langle h_n|l_m\rangle$ and $D_{nm}=\langle h_n|\partial_z|l_m\rangle$, both real. The off-diagonal element between $(h_n,0)$ and $(0,l_m)$ is $rO_{nm}\mp sD_{nm}$. Second-order perturbation theory gives
\begin{equation}
E^{U,L}_{hn}=\varepsilon^h_n+c(\gamma_1+\gamma_2)k^2+\sum_m\frac{(rO_{nm}\mp sD_{nm})^2}{\varepsilon^h_n-\varepsilon^l_m}+\dots
\end{equation}
In the difference only the cross term survives, $(rO-sD)^2-(rO+sD)^2=-4rsOD$. For an LH level the same squared elements appear with the denominators reversed. Thus
\begin{equation}
\Delta_{hn}=-4rs\sum_m\frac{O_{nm}D_{nm}}{\varepsilon^h_n-\varepsilon^l_m}+O(k^5),\qquad
\Delta_{lm}=-4rs\sum_n\frac{O_{nm}D_{nm}}{\varepsilon^l_m-\varepsilon^h_n}+O(k^5).
\label{eq:k3}
\end{equation}
The order of the remainder follows from the parity in $r$ and $s$. A general term of $\Delta$ is $r^\alpha s^\beta\delta^\nu$ with $\alpha,\beta$ odd, where $\delta=2c\gamma_2k^2$ is the relative diagonal shift. As $r\propto k^2$ and $s\propto k$, its order is $2\alpha+\beta+2\nu$, which is 3 for $rs$ and next 5 for $rs^3$ and $rs\delta$. We write $\Delta=c_3k^3$ at leading order. In a symmetric well $h_n$ and $l_m$ have definite parity; $O_{nm}$ needs equal and $D_{nm}$ opposite parities, so each product vanishes. In an asymmetric well both are allowed. Within this model the splitting starts at $k^3$ for light holes too; terms linear in $k$ need couplings that \eqref{eq:LK} does not contain. The expansion requires $|rO_{nm}|$ and $|sD_{nm}|$ small against the HH--LH gaps, which is severe when an HH and an LH level lie close.

\subsection*{Small asymmetry, any wave vector}

Put $z_0=0$ and write $V=V_s+\lambda W$ with $V_s$ even and $W$ odd and bounded. By \eqref{eq:mirror}, $E^L(\lambda)=E^U(-\lambda)$, so $\Delta(\lambda)=E^U(\lambda)-E^U(-\lambda)$ is odd in $\lambda$. For a level that is nondegenerate within its block, first-order perturbation theory gives $dE^U/d\lambda=\int W\rho^U dz$ at $\lambda=0$, and
\begin{equation}
\Delta=2\lambda\int W(z)\,\rho^U(z)\,dz+O(\lambda^3),
\label{eq:HF}
\end{equation}
with $\rho^U$ the density in the symmetric well. Only the odd part of $\rho^U$ contributes. If that part is not zero, the integral is a nonzero linear functional of $W$ and vanishes only on a hyperplane in the space of odd functions. Off the hyperplane the level is split for all small $\lambda\neq0$, and since the eigenvalue is analytic in $\lambda$ for a bounded perturbation, the zeros of $\Delta(\lambda)$ are isolated. This is the generic converse. It is conditional on $\rho^U$ not being even, which is proved below for the lowest level of the flat hard-wall well, at small $k$ and, while the level stays nondegenerate, at all but isolated larger values of $k$. For any other level or well it is established by finding one odd moment that does not vanish; a vanishing moment decides nothing.

The hyperplane always contains the rigid shift of a smooth well. An eigenstate has $\langle[\partial_z,H^U]\rangle=0$, and $[\partial_z,H^U]=V_s'$, so $\int V_s'\rho^U dz=0$. For the parabola $V_s'=\kappa z$, hence $\langle z\rangle^U=0$ and a uniform field has no first-order effect, in agreement with the exact result above. The same identity shows that the mean force on a bound hole is zero in any smooth well, so the splitting cannot be ascribed to the expectation value of $V'$.

\section{Hard-wall well in a field}

Take walls at $z=\pm L/2$ and $V=eFz$ inside. At $F=0$ both $H_h$ and $H_l$ have the eigenfunctions $\phi_n=\sqrt{2/L}\sin(n\pi x/L)$, $x=z+L/2$, with energies $An^2$ and $Bn^2$,
\begin{equation}
A=c(\gamma_1-2\gamma_2)\pi^2/L^2,\qquad B=c(\gamma_1+2\gamma_2)\pi^2/L^2,\qquad B>A .
\end{equation}
Two matrix elements are needed, both zero by parity unless $n+m$ is odd. From $2\sin\alpha\cos\beta=\sin(\alpha+\beta)+\sin(\alpha-\beta)$ and $\int_0^L\sin(p\pi x/L)dx=2L/p\pi$ for odd $p$,
\begin{equation}
d_{nm}=\langle\phi_n|\partial_z|\phi_m\rangle=\frac2L\,\frac{m\pi}L\,\frac L\pi\Big[\frac1{n+m}+\frac1{n-m}\Big]=\frac{4nm}{L(n^2-m^2)} .
\end{equation}
From $2\sin\alpha\sin\beta=\cos(\alpha-\beta)-\cos(\alpha+\beta)$ and $\int_0^Lx\cos(p\pi x/L)dx=-2L^2/p^2\pi^2$ for odd $p$, the constant $L/2$ dropping out by orthogonality,
\begin{equation}
z_{nm}=-\frac{2L}{\pi^2}\Big[\frac1{(n-m)^2}-\frac1{(n+m)^2}\Big]=-\frac{8Lnm}{\pi^2(n^2-m^2)^2}.
\end{equation}
For even $m$ the product is $z_{1m}d_{1m}=32m^2/[\pi^2(m^2-1)^3]>0$.

To first order in the field,
\begin{equation}
h_1=\phi_1+eF\sum_{p\neq1}\frac{z_{p1}\,\phi_p}{A(1-p^2)},\qquad l_m=\phi_m+eF\sum_{p\ne m}\frac{z_{pm}\,\phi_p}{B(m^2-p^2)} .
\end{equation}
Each product $O_{1m}D_{1m}$ vanishes at $F=0$, so the zero-field denominators suffice. For $m=1$, $O_{11}=1$ at zeroth order and $D_{11}$ is first order. With $d_{p1}=-d_{1p}$ and $g=1/A-1/B$,
\begin{equation}
D_{11}=eF\sum_{p\ \mathrm{even}}z_{1p}\Big[\frac{d_{p1}}{A(1-p^2)}+\frac{d_{1p}}{B(1-p^2)}\Big]=eFg\sum_{p\ \mathrm{even}}\frac{z_{1p}d_{1p}}{p^2-1}.
\end{equation}
For even $m$, $D_{1m}=d_{1m}$ at zeroth order and
\begin{equation}
O_{1m}=eFz_{1m}\Big[\frac1{A(1-m^2)}+\frac1{B(m^2-1)}\Big]=-eFg\,\frac{z_{1m}}{m^2-1}.
\end{equation}
For odd $m>1$ both factors vanish at zeroth order and the product has no first-order term. Collecting terms,
\begin{equation}
\sum_m\frac{O_{1m}D_{1m}}{\varepsilon^h_1-\varepsilon^l_m}=eFg\sum_{m\ \mathrm{even}}\frac{z_{1m}d_{1m}}{m^2-1}\Big[\frac1{A-B}-\frac1{A-Bm^2}\Big].
\end{equation}
The bracket equals $-B(m^2-1)/[(A-B)(A-Bm^2)]$ and $g=-(A-B)/AB$, so $g$ times the bracket is $(m^2-1)/[A(A-Bm^2)]$. The sum becomes $(eF/A)\sum z_{1m}d_{1m}/(A-Bm^2)$, and \eqref{eq:k3} gives
\begin{equation}
\Delta_{h1}=\frac{128\,r\,s\,eF}{\pi^2A}\sum_{m=2,4,\dots}\frac{m^2}{(m^2-1)^3\,(Bm^2-A)}
\label{eq:series}
\end{equation}
at order $k^3F$. Every term is positive. Comparison with \eqref{eq:HF} for $\lambda W=eFz$ shows that $\langle z\rangle^U=\Delta_{h1}/2eF>0$ in the flat well at small $k$, so $\rho^U$ is not even there, and, as long as the level stays nondegenerate within its block, analyticity in $k$ lets this moment vanish only at isolated values of $k$ along each direction $\varphi$. The sign has a plain reading: at small $k$ the lowest $U$ state of the symmetric well is displaced toward positive $z$ and the $L$ state equally toward negative $z$, and a potential rising with $z$ lifts $U$ above $L$. Since $A,B\propto L^{-2}$, the splitting grows as $L^4$ at fixed field and wave vector, as long as $eFL$ is small against the level spacing and $kL$ is small enough for the $k^3$ law. Which block is called upper depends on the basis phases and on the direction chosen for $z$; the size of the splitting does not.

\section{Worked example}
\label{sec:example}

The chosen inputs are $\gamma_1=6.98$, $\gamma_2=2.06$, $\gamma_3=2.93$, with hard walls, $L=10$ nm, $eF=5$ meV/nm (50 kV/cm), $k=0.2$ nm$^{-1}$, $\varphi=30^\circ$, and $c=38.09982$ meV\,nm$^2$. The blocks are diagonalized in 80 sine functions per component. This truncation leaves the last digit of the levels below uncertain by one unit: converged values lie up to $10^{-4}$ meV lower, for instance 31.7479 for 31.7480 and 91.1982 for 91.1983.

\subsection*{Couplings and phases}

With $\cos60^\circ=\tfrac12$ and $\sin60^\circ=\sqrt3/2$,
\begin{align}
R&=\sqrt3\times38.09982\times0.04\times\big(-2.06\times\tfrac12+i\,2.93\times\tfrac{\sqrt3}2\big)\nonumber\\
&=(-2.7188+6.6979\,i)\ \mathrm{meV},\\
s&=2\sqrt3\times38.09982\times2.93\times0.2=77.3412\ \mathrm{meV\,nm}.
\end{align}
So $r=7.2287$ meV and $\theta_R=112.093^\circ$, against the axial value $180^\circ-2\times30^\circ$. With $\theta_S=-30^\circ$, $\chi_1=(112.093^\circ-30^\circ)/2=41.047^\circ$ and $\chi_2=(112.093^\circ+30^\circ)/2=71.047^\circ$. The scale-free coefficients are $r/k^2=180.718$ and $s/k=386.706$ meV\,nm$^2$, with product $rs/k^3=69884.9$ meV$^2$\,nm$^4$. A second material with chosen $\gamma_2=0.82$, $\gamma_3=1.42$ has $\theta_R=108.438^\circ$ at the same angle. The space of matrices commuting with all the $\Gamma$'s has dimension 2 for one material (the unit matrix and $M$), drops to 1 when the $\Gamma$'s of the two materials are taken together at $30^\circ$, and stays 2 at $0^\circ$ and $45^\circ$.

\subsection*{Levels}

The four lowest levels of each block, in meV, are
\begin{center}
\begin{tabular}{lrrrr}
$F=0$, $U$ and $L$ & 18.8743 & 31.7480 & 70.7430 & 89.9002\\
field, $U$ & 18.1954 & 29.2633 & 71.6767 & 90.1410\\
field, $L$ & 14.7692 & 34.1331 & 69.2311 & 91.1983\\
field, $U-L$ & 3.4262 & $-4.8698$ & 2.4456 & $-1.0573$
\end{tabular}
\end{center}
At zero field the blocks coincide. The second level, 31.7480 meV, lies below its $k=0$ value $B=41.7393$ meV. The reason is that LH1 at $B$ and HH2 at $4A=4\times10.7545$ meV are nearly degenerate and are coupled by $s\partial_z$, which pushes the lower one down. Keeping only these two states, with the in-plane shifts added, the diagonal entries are $B+c(\gamma_1-\gamma_2)k^2\approx49.2$ and $4A+c(\gamma_1+\gamma_2)k^2\approx56.8$ meV, the coupling is $sd_{21}=77.3412\times8/30\approx20.6$ meV, and the lower eigenvalue is about 32 meV. In the field all four levels split, with alternating sign. An independent finite-difference solution of the full $4\times4$ problem gives 14.7692, 18.1954, 29.2633 and 34.1331 meV, the union of the two block spectra.

\subsection*{Cubic law}

In the field the $k=0$ levels are HH1 $=8.3345$, HH2 $=43.6746$, LH1 $=41.0925$ and LH2 $=167.1491$ meV. The first two terms of \eqref{eq:k3} for HH1 use $O_{11}D_{11}=0.05080$ and $O_{12}D_{12}=-0.04814$ nm$^{-1}$:
\begin{align}
-4\times69884.9\times\frac{0.05080}{8.3345-41.0925}&=433.5\ \mathrm{meV\,nm^3},\\
-4\times69884.9\times\frac{-0.04814}{8.3345-167.1491}&=-84.7\ \mathrm{meV\,nm^3}.
\end{align}
The full sum is $c_3=346.94$ meV\,nm$^3$, so higher LH levels add less than 2 meV\,nm$^3$ in size, and exact diagonalization extrapolated to $k\to0$ gives 346.94 as well. The exact HH1 splitting compares with $c_3k^3$ as follows.
\begin{center}
\begin{tabular}{lccccc}
$k$ (nm$^{-1}$) & 0.02 & 0.05 & 0.1 & 0.2 & 0.3\\
exact (meV) & 0.00279 & 0.04444 & 0.38058 & 3.42622 & 6.15304\\
$c_3k^3$ (meV) & 0.00278 & 0.04337 & 0.34694 & 2.77549 & 9.36729
\end{tabular}
\end{center}
Up to 0.1 nm$^{-1}$ the exact splitting exceeds $c_3k^3$ by less than ten per cent of $c_3k^3$. The exact splitting first runs above it and by 0.3 nm$^{-1}$ has fallen well below. For LH1 the formula gives $c_3=-5891.3$ and the extrapolation $-5891.0$ meV\,nm$^3$. The HH1 term contributes only $-433.5$ of this, being the term above with its denominator reversed; the small denominator $41.0925-43.6746$ meV to HH2 accounts for the large size. To first order in the field $O_{21}=eFg\,z_{12}/3\approx-0.21$ and $D_{21}=d_{21}=8/3L$, which with this denominator gives about $-6\times10^3$ meV\,nm$^3$ for the HH2 term; the eigenfunctions in the full field give $-5457$ meV\,nm$^3$. The same small gap confines the LH1 law to very small $k$: at 0.2 nm$^{-1}$ it would give $-5891.3\times0.2^3\approx-47$ meV, ten times the true splitting $-4.8698$ meV of the second level.

\subsection*{Dipole formula and closed series}

In the flat well at $k=0.2$ nm$^{-1}$ the lowest states have $\langle z\rangle^U=+0.42121$ nm and $\langle z\rangle^L=-0.42121$ nm. Equation \eqref{eq:HF} predicts $d\Delta/d(eF)=2\times0.42121=0.84242$ nm, equal to the slope found at weak field. Extended to the full field it gives $5\times0.84242=4.2121$ meV against the exact 3.4262 meV. A sizeable difference is expected, because $eFL=50$ meV is larger than the HH1--HH2 spacing $3A$ and the higher odd orders in $F$ need not be small; their sign is read here from the numbers, not derived. In \eqref{eq:series} the first term is $4/[27(4\times41.7393-10.7545)]=9.48434\times10^{-4}$ meV$^{-1}$ and the sum is $9.56347\times10^{-4}$ meV$^{-1}$, so
\begin{equation}
\frac{\Delta_{h1}}{eFk^3}=\frac{128\times69884.9}{\pi^2\times10.7545}\times9.56347\times10^{-4}=80.597\ \mathrm{nm^4},
\end{equation}
and $2\langle z\rangle^U/k^3$ from the eigenvectors at small $k$ gives 80.597 nm$^4$ too. Multiplied by $eF$ this is 402.99 meV\,nm$^3$, above the all-orders value 346.94, the difference again being the higher orders in $F$. The parabola $V=z^2+eFz$ (meV, nm) in a wide box, with centre at $-2.5$ nm, shows no splitting above $10^{-7}$ meV.

\subsection*{An asymmetric well with a degenerate level}

Take $V=eFz+w\sin(2\pi z/L)$ between the same walls. Both terms are odd, and the potential differs by $eFL$ between the walls for every $w$, so the well is never symmetric about its centre, the only plane the walls allow. With $\langle\sin(2\pi z/L)\rangle^U=0.15852$, equation \eqref{eq:HF} puts the zero of the HH1 splitting at
\begin{equation}
w=-\frac{5\times0.42121}{0.15852}=-13.286\ \mathrm{meV},
\end{equation}
and root finding on the exact splitting gives $w=-13.2946$ meV. At this value the four lowest splittings at $k=0.2$ nm$^{-1}$ are $0.0000$, $0.2502$, $-0.0068$ and $-0.2901$ meV, and the HH1 splitting at $k=0.1$ nm$^{-1}$ is 0.01193 meV. At $k=0.2$ nm$^{-1}$ the lowest level is degenerate, while the other three are split, one of them only weakly. An observed degeneracy of a single subband is therefore not proof of a symmetric well. Within \eqref{eq:LK} the mirror makes all levels degenerate at all wave vectors; a real zinc-blende well has no such mirror, and the bulk and interface inversion asymmetry left out here splits even a symmetric well. Here tuning $w$ places a crossing of the two HH1 branches at a chosen wave vector, and the third level of the same well has a crossing of its own near $k=0.19$ nm$^{-1}$, which is why its splitting at 0.2 nm$^{-1}$ is so small.

\section{The numerical check}

The numerical check builds \eqref{eq:LK} from the $J$ matrices and confirms \eqref{eq:H4}, the unitarity of $U$ and the block form symbolically. It repeats the block test with $k_z$ as an operator in the sine basis, with matrix elements from quadrature, and compares the block spectra with a finite-difference solution of the untransformed $4\times4$ problem and with a larger basis. It verifies $M=-\Gamma_Q\Gamma_R\Gamma_S$, the axial form $e^{i\pi\mathbf J\cdot\mathbf n}$ and the dimensions of the commutant. It tests the mirror identity \eqref{eq:mirror} on an asymmetric polynomial potential, the degeneracy for even potentials and for the shifted parabola, and the exceptions $k=0$ and $\gamma_3=0$. The formulas \eqref{eq:k3}, \eqref{eq:HF} and \eqref{eq:series} are each compared with exact diagonalization, extrapolated in $k$ or taken at weak field, and the tuned well is found by root finding.

\section*{Computed values}
\begin{verbatim}
c = hbar^2/2m0 = 38.09982 meV nm^2; gamma1,2,3 = 6.98, 2.06, 2.93
L = 10.0 nm, eF = 5.0 meV/nm (50 kV/cm), k = 0.2 1/nm, phi = 30 deg, N = 80
R = -2.7188 + 6.6979i meV, r = 7.2287 meV, s = 77.3412 meV nm
r/k^2 = 180.718 meV nm^2, s/k = 386.706 meV nm^2
thetaR = 112.093, thetaS = -30.000 deg
chi1 = 41.047, chi2 = 71.047 deg
second material gamma2,3 = 0.82, 1.42: thetaR = 108.438 deg
commutant dim: one material, two at 30, 0, 45 deg = [2, 1, 2, 2]
parabola z^2 + eFz (meV, nm), centre -2.5 nm: max |split| below 1e-7 meV
F=0 levels U (meV): 18.8743 31.7480 70.7430 89.9002
F=0 levels L (meV): 18.8743 31.7480 70.7430 89.9002
F   levels U (meV): 18.1954 29.2633 71.6767 90.1410
F   levels L (meV): 14.7692 34.1331 69.2311 91.1983
F   U - L    (meV): 3.4262 -4.8698 2.4456 -1.0573
4x4 finite differences (meV): 14.7692 18.1954 29.2633 34.1331
k=0, F: HH1 HH2 LH1 LH2 (meV): 8.3345 43.6746 41.0925 167.1491
rs/k^3 = 69884.9 meV^2 nm^4
HH1-LH1: O*D = 0.05080 1/nm, term in c3 = 433.48 meV nm^3
HH1-LH2: O*D = -0.04814 1/nm, term in c3 = -84.74 meV nm^3
c3(HH1): formula 346.94, exact 346.94 meV nm^3
c3(LH1): formula -5891.3, exact -5891.0 meV nm^3
k = 0.02 1/nm: split HH1 = 0.00279, c3 k^3 = 0.00278 meV
k = 0.05 1/nm: split HH1 = 0.04444, c3 k^3 = 0.04337 meV
k = 0.1 1/nm: split HH1 = 0.38058, c3 k^3 = 0.34694 meV
k = 0.2 1/nm: split HH1 = 3.42622, c3 k^3 = 2.77549 meV
k = 0.3 1/nm: split HH1 = 6.15304, c3 k^3 = 9.36729 meV
F=0, k=0.2: <z>U = 0.42121, <z>L = -0.42121 nm; d(split)/d(eF) = 0.84242 nm
linear estimate 2eF<z>U = 4.2121 meV, exact 3.4262 meV
A = 10.7545, B = 41.7393 meV; series m=2 term 9.48434e-04, sum 9.56347e-04 1/meV
split/(eF k^3): series 80.597, from 2<z>U 80.597 nm^4; times eF = 402.99 meV nm^3
<sin>U = 0.15852; tuned w: first order -13.2858, exact -13.2946 meV
tuned well, k=0.2, U - L (meV): -0.0000 0.2502 -0.0068 -0.2901
tuned well, k=0.1, HH1 U - L = 0.01193 meV
\end{verbatim}
